# Second-order self-energy of a core orbital and its relation to ΔSCF, part 2

We compare the binding energy $I_c=\sum_n\lambda^nI^{(n)}$ of a core electron with its ΔSCF value. Here $H(\lambda)=H_0+\lambda W$, $H_0=\sum_p\varepsilon_p\,p^\dagger p$, and $W$ is the two-electron interaction minus the neutral atom's mean field; $H(1)$ is physical. Rydberg atomic units are used, $e^2=2$, with $\langle pq|rs\rangle=\iint\varphi_p(1)\varphi_q(2)\,(2/r_{12})\,\varphi_r(1)\varphi_s(2)$ and $\langle pq\|rs\rangle=\langle pq|rs\rangle-\langle pq|sr\rangle$.

(A1) The basis is finite, $H$ is spin-free, and $|\Phi\rangle$ is a closed-shell Hartree–Fock determinant of real canonical spin orbitals, $j,k$ occupied and $a,b$ virtual, with $\varepsilon_a>\varepsilon_k$.

(A3) The core spin orbital $c$ has spin $\beta$ and partner $\bar c$ of spin $\alpha$. No other $(N-1)$-electron determinant with the same $S_z$ has the $H_0$ eigenvalue of $|\Phi_c\rangle=c|\Phi\rangle$.

Define
$$\mathrm{ORX}=\sum_{k,a}\frac{|\langle ck\|ca\rangle|^2}{\varepsilon_a-\varepsilon_k},\qquad \mathrm{PRM}=\frac12\sum_{j,a,b}\frac{|\langle cj\|ab\rangle|^2}{\varepsilon_c+\varepsilon_j-\varepsilon_a-\varepsilon_b},$$
$$\mathrm{PRX}=\frac12\sum_{j,k\neq c}\sum_a\frac{|\langle jk\|ca\rangle|^2}{\varepsilon_c+\varepsilon_a-\varepsilon_j-\varepsilon_k}.$$

Part 1, already proved, concerns the self-energy $\Sigma^{(2)}_{cc}(E)$ at $E=\varepsilon_c$:
$$\Sigma^{(2)}_{cc}(\varepsilon_c)=\mathrm{ORX}+\mathrm{PRM}+\mathrm{PRX},\qquad I_c=-\varepsilon_c-\lambda^2\Sigma^{(2)}_{cc}(\varepsilon_c)+O(\lambda^3).$$
In Lemma 2, ionic singles $k\to a$ give $-\mathrm{ORX}$, doubles $jk\to ca$ give $-\mathrm{PRX}$, and the lost MP2 pair energies $e_{cj}$ give $-\mathrm{PRM}$, with $\mathrm{PRM}=\sum_je_{cj}$ and $E^{(2)}_N=\sum_{j<k}e_{jk}$.

The ΔSCF value is the energy at the stationary ionic determinant that tends to $|\Phi_c\rangle$ as $\lambda\to0$, minus $\langle\Phi|H(\lambda)|\Phi\rangle$. The two spins have independent spatial orbitals in ΔUHF and share them in ΔROHF. Still to be proved are

2. $I_{\Delta\mathrm{UHF}}=-\varepsilon_c-\lambda^2\,\mathrm{ORX}+O(\lambda^3)$.
3. $I_{\Delta\mathrm{ROHF}}=-\varepsilon_c-\lambda^2\left(\mathrm{ORX}-\tfrac12 X\right)+O(\lambda^3)$, where $X$ is the part of PRX in which $\bar c$ is one of the two holes.

Lemma 4: for a determinant with density matrix $D$, with $D_0$ that of $\Phi$, $\Delta=D-D_0$ and $v[Y]_{pq}=\sum_{rs}\langle pr\|qs\rangle Y_{sr}$,
$$E_\lambda[D]-E_\lambda[D_0]=\operatorname{tr}(\varepsilon\Delta)+\tfrac{\lambda}{2}\operatorname{tr}(\Delta\,v[\Delta]).$$
For $P_c=|c\rangle\langle c|$, $v[P_c]_{pq}=\langle pc\|qc\rangle$ and $\operatorname{tr}(P_cv[P_c])=0$, so the frozen hole $\Delta=-P_c$ gives Koopmans' value $-\varepsilon_c$.

## Lemma 5: the unrestricted stationary point

*Proof of part 2.* Let $D_1=D_0-P_c$ and $D=e^{A}D_1e^{-A}$, with $A$ real antisymmetric, $A_{xk}=\kappa_{xk}=-A_{kx}$ for filled $k\neq c$ and empty $x$ of the same spin. Then $D=D_1+B+\tfrac12[A,B]+\dots$ with $B=[A,D_1]$. Since $D_1$ projects on filled orbitals, $B_{xk}=A_{xk}=\kappa_{xk}$ and $B_{kx}=-A_{kx}=\kappa_{xk}$, and $B$ has no filled–filled or empty–empty block. The next term has only such blocks:
$$\tfrac12[A,B]_{xx'}=\tfrac12\sum_k(A_{xk}B_{kx'}-B_{xk}A_{kx'})=\sum_k\kappa_{xk}\kappa_{x'k},\qquad \tfrac12[A,B]_{kk'}=-\sum_x\kappa_{xk}\kappa_{xk'} .$$
With $\delta=D-D_1$ and $\Delta=-P_c+\delta$, Lemma 4 reads
$$I[\kappa]=-\varepsilon_c+\operatorname{tr}(\varepsilon\delta)-\lambda\operatorname{tr}(\delta\,v[P_c])+\tfrac\lambda2\operatorname{tr}(\delta\,v[\delta]).$$
Only diagonal elements enter $\operatorname{tr}(\varepsilon\delta)$. The cubic term of $\delta$ is again off-block, so $\operatorname{tr}(\varepsilon\delta)=\sum(\varepsilon_x-\varepsilon_k)\kappa_{xk}^2+O(\kappa^4)$. In the next trace $B_{xk}$ and $B_{kx}$ contribute equally. With $g_{xk}=\langle xc\|kc\rangle$,
$$I[\kappa]=-\varepsilon_c+\sum_{x,k}\left[(\varepsilon_x-\varepsilon_k)\kappa_{xk}^2-2\lambda g_{xk}\kappa_{xk}\right]+O(\lambda\kappa^2,\kappa^4).$$
At $\lambda=0$, $\kappa=0$ is stationary with a diagonal Hessian $2(\varepsilon_x-\varepsilon_k)$, invertible by (A1) and (A3). The implicit function theorem gives a unique branch $\kappa_{xk}=\lambda t_{xk}+O(\lambda^2)$, $t_{xk}=g_{xk}/(\varepsilon_x-\varepsilon_k)$. Completing the square, each bracket is $(\varepsilon_x-\varepsilon_k)(\kappa_{xk}-\lambda t_{xk})^2-\lambda^2g_{xk}^2/(\varepsilon_x-\varepsilon_k)$. On the branch the square is $O(\lambda^4)$ and the neglected terms are $O(\lambda^3)$. For $x=c$, $g_{ck}=0$, and for $x=a$ the sum is ORX. $\square$

*Remark.* For $x=c$ and $\varepsilon_k>\varepsilon_c$ the curvature is negative, so the core-hole solution is a saddle point, found by fixing occupations and not by minimisation. These directions add nothing at second order because their gradient is zero.

*Remark.* The same expansion gives the third-order coefficient. The $O(\lambda\kappa^2)$ terms at $\kappa=\lambda t$, with $\tilde B$ the matrix $B$ built from $t$, are
$$I^{(3)}_{\Delta\mathrm{UHF}}=\sum_{a,k,k'}t_{ak}t_{ak'}\langle kc\|k'c\rangle-\sum_{a,b,k}t_{ak}t_{bk}\langle ac\|bc\rangle+\tfrac12\operatorname{tr}(\tilde Bv[\tilde B]).$$
The first two terms shift the orbital energies in the field of the hole, and the third is the interaction of the relaxation density with itself. None has a counterpart in $\Sigma^{(2)}$.

## Lemma 6: spin integration and the restricted stationary point

From here indices label spatial orbitals, $(pq|rs)=\langle pr|qs\rangle$, $J=(cc|ka)$, $K=(ca|kc)$ and $\Delta_{ka}=\varepsilon_a-\varepsilon_k$.

For ORX, $\langle ck\|ca\rangle=(cc|ka)-(ca|kc)$, where the first integral needs equal spins of $k$ and $a$ and the second needs both to be $\beta$. Spin $\alpha$ gives $J$ and spin $\beta$ gives $J-K$:
$$\mathrm{ORX}=\sum_{k,a}\frac{J^2+(J-K)^2}{\Delta_{ka}}.$$
At $k=c$, $J=K$ and only the relaxation of $\bar c$ survives.

For PRM put $B_{ab}=(ca|jb)$. A $\beta$ electron $j$ gives $\tfrac12\sum(B_{ab}-B_{ba})^2=\sum(B_{ab}^2-B_{ab}B_{ba})$, where the symmetry of the denominator in $a,b$ is used. An $\alpha$ electron gives $\tfrac12\sum(B_{ab}^2+B_{ba}^2)=\sum B_{ab}^2$ from the two spin assignments of $a,b$. The numerator is $B_{ab}(2B_{ab}-B_{ba})$.

For PRX put $A_{jk}=(cj|ka)$, so that $\langle jk\|ca\rangle$ is built from $A_{jk}-A_{kj}$. Two $\beta$ holes, both outside $c$, give $\sum(A_{jk}^2-A_{jk}A_{kj})$. Two $\alpha$ holes give zero, since $c$ has spin $\beta$. One hole of each spin gives $\sum A_{jk}^2$ over $\beta$ holes $j\neq c$ and all $\alpha$ holes $k$, the two orderings cancelling the factor $\tfrac12$. The $\alpha$ hole $k=c$ has $A_{jc}=(cj|ca)$, which is $K$ for the pair $j,a$, over the denominator $\Delta_{ja}$. Hence
$$\mathrm{PRX}=X+\sum_{j,k\neq c}\sum_a\frac{A_{jk}(2A_{jk}-A_{kj})}{\varepsilon_c+\varepsilon_a-\varepsilon_j-\varepsilon_k},\qquad X=\sum_{k\neq c,a}\frac{K^2}{\Delta_{ka}} .$$
The first part is called spin flip, because the remaining core electron turns from $\alpha$ to $\beta$. The second is called Auger-type.

*Proof of part 3.* Both spins now share one spatial generator $A$ with blocks $ak$, $ac$ and $ck$. The block $ac$ is empty–empty for spin $\beta$, and the block $ck$ is filled–filled for spin $\alpha$. Such a block commutes with $D_1$ and is absent from $B$. Its commutator with $B$ is off-block, so it does not reach $\operatorname{tr}(\varepsilon\delta)$ before $O(\kappa^3)$. The quadratic form of Lemma 5 therefore stands, with errors $O(\lambda^3)$, under the constraint of equal $\kappa_{ak}$ for both spins. The $ck$ rotation acts on spin $\beta$ alone and has zero gradient. The $ac$ rotation acts on spin $\alpha$ alone and gives $-\lambda^2J^2/\Delta_{ca}$ as before. The $ak$ rotation gives $2\Delta_{ka}\kappa^2-2\lambda(2J-K)\kappa$, stationary at $\kappa=\lambda(2J-K)/2\Delta_{ka}$ with value $-\lambda^2(2J-K)^2/2\Delta_{ka}$. Since
$$J^2+(J-K)^2-\tfrac12(2J-K)^2=\tfrac12K^2,$$
the restricted relaxation is $\mathrm{ORX}-\tfrac12X$. $\square$

*Remark.* For $k\ne c$ three determinants share the denominator $\Delta_{ka}$: the two singles and the spin flip, with squared couplings summing to $2J^2-2JK+2K^2=\tfrac12(2J-K)^2+\tfrac32K^2$. They have three open shells and $S_z=\tfrac12$, and span two doublets and a quartet. The symmetric combination of the singles comes from the spin-free operator $a_\alpha^\dagger k_\alpha+a_\beta^\dagger k_\beta$ acting on the doublet $\Phi_c$. It is a doublet with squared coupling $\tfrac12(2J-K)^2$, and it is what ROHF includes. The quartet does not couple, because $W$ is spin-free, so the second doublet carries $\tfrac32K^2$. UHF reaches one third of this through the antisymmetric combination of the singles, coupling $K/\sqrt2$ in magnitude, which is not a spin eigenstate and contaminates the spin. The other two thirds are $X$. Rotations between orbitals of opposite spin do not recover $X$ at second order, because $\langle xc\|kc\rangle$ vanishes when $x$ and $k$ differ in spin.

## Limits and failures

For two electrons no pair survives ionisation, so $\mathrm{PRX}=0$ and $\mathrm{PRM}=E_N^{(2)}$. The one-electron ion is treated exactly by UHF, so $I_c=I_{\Delta\mathrm{UHF}}-E_{\mathrm{corr}}(N)$, in agreement with parts 1 and 2.

In a complete basis $\varepsilon_a$ is continuous above zero. If $\varepsilon_j+\varepsilon_k-\varepsilon_c>0$ for some pair $j,k\neq c$, as for the 1s hole of the example below, the Auger-type denominator passes through zero and (A3) fails. The hole is then a resonance. With $E$ just off the real axis, $1/(x\mp i0)=\mathrm P(1/x)\pm i\pi\delta(x)$ turns the sum into a principal value plus an imaginary part whose magnitude is half the golden-rule Auger width. In a finite basis the sum depends on where the discrete $\varepsilon_a$ fall, and it diverges if one falls on a zero whose numerator does not vanish.

For a degenerate or nearly degenerate partner $c'$ of the same spin, the $c$–$c'$ curvature in Lemma 5 vanishes or is small, and the PRX terms with $j=c'$ acquire denominators close to $\Delta_{ka}$. Two equivalent distant atoms show the effect. With $c,c'=(A\pm B)/\sqrt2$, no overlap between centres, $K$ neglected, and $k,a$ localised on one atom with $J$ the atomic integral, both $(cc|ka)$ and $(cc'|ka)$ have magnitude $J/2$. Two centres and two spins give $4(J/2)^2=J^2$ in ORX and the same in PRX, against $2J^2$ in ORX for a localised hole. In this limit a symmetry-adapted hole places half of the atomic relaxation in PRX, outside the second-order ΔSCF energy on the branch of Lemma 5.

## Worked example: the 1s hole of calcium

The system is the Ca atom in nonrelativistic Hartree–Fock theory with an uncontracted even-tempered basis of 16 s, 10 p and 3 d shells, 61 functions. The numbers are properties of this Hamiltonian in this basis. Relativity is absent and basis convergence was not examined, so they are not compared with measurement. The program and its output follow this text.

Koopmans' value is $298.7438$ Ry (4064.6 eV). The shells 1s, 2s, 2p, 3s, 3p, 4s contribute
$$\mathrm{ORX}=0.0767+0.2271+1.0761+0.2505+1.2013+0.1935=3.0252\ \text{Ry},$$
with three quarters of it from the twelve p electrons. Of $\mathrm{PRM}=-0.0875$ Ry the 1s pair supplies $-0.0630$ Ry, or 72%. PRX is $0.0358-0.0039=0.0319$ Ry, so in this basis the spin flip outweighs the Auger-type part. That ordering need not survive a change of basis, because the Auger-type sum depends on where the discrete $\varepsilon_a$ fall relative to its poles. Then
$$\Sigma^{(2)}_{cc}(\varepsilon_c)=3.0252-0.0875+0.0319=2.9696\ \text{Ry},$$
$$-\varepsilon_c-\Sigma^{(2)}_{cc}(\varepsilon_c)=298.7438-2.9696=295.7742\ \text{Ry}\ (4024.2\ \text{eV}).$$

The Auger-type part is the residue of $-0.0122$ Ry from negative and $+0.0083$ Ry from positive denominators. The smallest denominator with a non-negligible numerator has magnitude $6.56$ Ry, and replacing $1/x$ by $x/(x^2+\eta^2)$ with $\eta=2$ Ry moves the sum from $-0.003926$ to $-0.003937$ Ry. No accidental near-pole dominates it, which says nothing about its value in another basis.

PRM is tested against separate MP2 calculations. Freezing the 1s orbital removes all pairs that contain $c$ or $\bar c$, worth $2\,\mathrm{PRM}-e_{c\bar c}$ because the pair $c\bar c$ is common to both sets. Hence
$$\mathrm{PRM}=\tfrac12\left(-1.006825+0.894794-0.062985\right)=-0.087508\ \text{Ry}.$$

Parts 2 and 3 are tested by converging core-hole solutions of $H(\lambda)$ at $\lambda=\pm h,\pm2h$ with $h=0.01$. The quotient $q(h)=[I(h)+I(-h)-2I(0)]/2h^2$ equals $I^{(2)}+h^2I^{(4)}+\dots$, and $[4q(h)-q(2h)]/3$ removes the $h^2$ term. The results are $-3.025154$ Ry for UHF and $-3.007235$ Ry for ROHF, equal to $-\mathrm{ORX}$ and $-(\mathrm{ORX}-\tfrac12X)$ in all printed digits, with difference $0.017919$ Ry $=\tfrac12X$. The odd quotient $[I(h)-I(-h)]/2h^3=I^{(1)}/h^2+I^{(3)}+\dots$ has the ratio $1.0000$ between $2h$ and $h$, where a dominant linear term would give $\tfrac14$.

Part 1 is tested by full CI in a subspace of 1s, 2s, 4s and three virtual s orbitals. Sums over the determinant classes of Lemma 2, taken from the explicit CI matrix, match each formula, and the $\lambda^2$ coefficient of the full-CI binding energy is $-0.14757$ Ry, against $-(0.14729+0.00420+0.00252-0.00644)=-0.14757$ Ry. The Auger-type part is positive in this subspace and negative in the full basis.

At $\lambda=1$, $I_{\Delta\mathrm{UHF}}=296.2709$ Ry (4031.0 eV), with $\langle S^2\rangle=0.7514$, and $I_{\Delta\mathrm{ROHF}}=296.2929$ Ry (4031.3 eV). Their difference, $0.0220$ Ry, compares with $0.0179$ Ry at second order. The full UHF relaxation energy is $298.7438-296.2709=2.4729$ Ry, so ORX exceeds it by $0.5523$ Ry (7.5 eV), which is 22% of the full relaxation energy. The third-order coefficient alone is $+0.72$ Ry, leaving a remainder of $0.55-0.72=-0.17$ Ry beyond third order; convergence of the series at $\lambda=1$ was not examined. The terms of $I^{(3)}_{\Delta\mathrm{UHF}}$ were not evaluated separately, so its sign is not assigned to any one of them.

The two estimates of the binding energy differ by
$$295.7742-296.2709=0.0556-0.5523=-0.4967\ \text{Ry},$$
where $0.0556$ Ry (0.76 eV) is $-(\mathrm{PRM}+\mathrm{PRX})$, the second-order correlation that ΔUHF omits. For this hole in this basis the higher-order relaxation missing from $\Sigma^{(2)}$ is about ten times that correlation shift. The shift contains the Auger-type sum, so the ratio and the combined estimate below depend on where the basis places the high virtual levels, even when none lies close to a pole, and they can change without bound as a level approaches a pole whose numerator does not vanish. Adding the shift to ΔUHF gives $296.2709+0.0556=296.3265$ Ry, which by parts 1 and 2 is correct through second order and keeps the mean-field relaxation to all orders. Its error, which begins at third order with terms outside the mean field, is not estimated here.

## Calculated quantities

```
basis (l, n, smallest exponent in bohr^-2, ratio): [(0, 16, 0.02, 3.0), (1, 10, 0.05, 3.0), (2, 3, 0.4, 6.0)] functions 61
1 Ry = 13.605693 eV; lambda steps 0.01, 0.02
neutral RHF energy: -1353.373393 Ry
1s: eps -298.74380 Ry, ORX 0.076658 Ry, PRM -0.062985 Ry
2s: eps -33.65674 Ry, ORX 0.227093 Ry, PRM -0.005444 Ry
2p: eps -27.27469 Ry, ORX 1.076115 Ry, PRM -0.016834 Ry
3s: eps -4.49346 Ry, ORX 0.250489 Ry, PRM -0.000723 Ry
3p: eps -2.68567 Ry, ORX 1.201324 Ry, PRM -0.001478 Ry
4s: eps -0.39104 Ry, ORX 0.193476 Ry, PRM -0.000043 Ry
Koopmans -eps_1s: 298.743796 Ry = 4064.616 eV
ORX: 3.025154 Ry = 41.159 eV
PRM: -0.087508 Ry = -1.191 eV
PRX: 0.031912 Ry = 0.434 eV
Sigma2(eps_c) = ORX+PRM+PRX: 2.969558 Ry = 40.403 eV
PRX spin-flip part: 0.035838 Ry
PRX Auger-type part: -0.003926 Ry
  negative denominators: -0.012180 Ry
  positive denominators: 0.008255 Ry
  smallest |denominator|: 6.564989 Ry
  broadened with eta = 2.0 Ry: -0.003937 Ry
MP2 all electrons: -1.006825 Ry
MP2 without 1s: -0.894794 Ry
MP2 1s pair only: -0.062985 Ry
PRM from these MP2 energies: -0.087508 Ry
restricted ORX (formula): 3.007235 Ry
half spin-flip sum: 0.017919 Ry
lam^2 coefficient Delta-UHF: -3.025154 Ry
lam^2 coefficient Delta-ROHF: -3.007235 Ry
difference ROHF - UHF of these: 0.017919 Ry
lam^3 coefficient: UHF 0.7235 Ry, ROHF 0.7273 Ry
cubic-scaling ratio: UHF 1.0000, ROHF 1.0000, FCI 1.0000
I second order: 295.774238 Ry = 4024.214 eV
I Koopmans - ORX: 295.718642 Ry = 4023.457 eV
I Delta-UHF: 296.270935 Ry = 4030.971 eV
I Delta-ROHF: 296.292941 Ry = 4031.271 eV
full UHF relaxation energy: 2.472860 Ry = 33.645 eV
relaxation beyond second order in I: 0.552293 Ry = 7.514 eV
correlation shift -(PRM+PRX): 0.055596 Ry = 0.756 eV
<S^2> of UHF ion: 0.75138
subspace orbital energies (Ry): [-298.7438, -33.6567, -0.391, 1.2106, 304.5267, 4977.8091]
subspace -ORX: CI classes -0.14729051 Ry, formula -0.14729051 Ry
subspace -spin flip: CI classes -0.00419512 Ry, formula -0.00419512 Ry
subspace -Auger-type: CI classes -0.00252140 Ry, formula -0.00252140 Ry
subspace -PRM: CI classes 0.00643862 Ry, formula 0.00643862 Ry
subspace lam^2: FCI -0.1475684 Ry, -Sigma2 -0.1475684 Ry
```
